Gas-solid equilibrium by logarithmic Newton iteration with a complementarity test

**A vapour that may condense**

A vapour of atoms M is mixed with an inert carrier gas at fixed temperature T and pressure P. The supply is b_M moles of M and b_I moles of carrier. Will solid M form, and how much?

Let g_M and g_s be the standard chemical potentials of vapour and solid divided by RT, and P0 the standard pressure. An ideal vapour of amount n has

μ_M = g_M + ln(P/P0) + ln[n/(n + b_I)].

Equality with g_s fixes the saturated mole fraction:

n/(n + b_I) = q, q = (P0/P) exp(g_s − g_M).

If q < 1, then n = q b_I/(1 − q), and the atom balance gives the solid amount

s = b_M − q b_I/(1 − q).

This is positive when b_M(1 − q) > q b_I, that is, when b_M/(b_M + b_I) > q. The same decision follows without computing s. Leave all M in the gas and form

σ = g_s − μ_M = ln q − ln[b_M/(b_M + b_I)].

The solid forms if σ < 0.

This case also shows what logarithms do in Newton's method. For a dilute vapour n + b_I ≈ b_I, so saturation reads ln n = ln(q b_I). With x = ln n, Newton's correction is δx = ln(q b_I/n), and n exp(δx) is the answer in one step. Newton's method applied to the same logarithmic equation, but with n as the variable, gives n(1 + δx), which is negative if n starts more than a factor e too large.

Logarithms are not harmless everywhere. With no solid, the balance exp(x) = b_M gives δx = b_M/n − 1. Starting from n = b_M/10, δx = 9 and the new amount is about 810 b_M. It is positive and far too large, so step control is needed.

**What the setting chooses**

Electronic-structure calculations supply energies from which standard Gibbs energies of molecules and a crystal can be built. A thermochemistry step that turns these into a growth equilibrium can treat the solid in three ways: leave it out, impose it at unit activity, or let the conditions of the minimum decide. The third choice is the equilibrium calculation; the other two are its parts.

Let species i have amount n_i and contain a_ij atoms of element j. One formula unit of solid contains c_j atoms, and b_j atoms are supplied. Write A for the matrix a_ij, a_i for its row i, and N = Σ n_i. For an ideal gas and a pure solid at fixed T and P, minimise

G = Σ n_i μ_i + s g_s,
μ_i = g_i + ln(P/P0) + ln(n_i/N),

subject to Aᵀn + c s = b and s ≥ 0. All potentials are divided by RT, so G is too.

Three assumptions are used. A has full column rank. Some supplied element is absent from the solid, so the gas cannot vanish. The atom balances can be met with every gas amount positive and no solid. Listing the free atom of every element as a gas species guarantees the last condition for any positive supply, even if an atom is present only in traces.

**The conditions of the minimum**

Differentiating G with respect to n_i gives μ_i plus Σ_k n_k ∂μ_k/∂n_i. The extra sum is n_i/n_i − Σ_k n_k/N = 0, so ∂G/∂n_i = μ_i.

No gas amount vanishes at the minimum. On a straight path from a state with n_i = 0 towards one with all gas amounts positive, the term ln(n_i/N) makes the initial slope of G minus infinity.

Attach a multiplier π_j to each atom balance. It is the chemical potential per atom of element j, divided by RT. The conditions become

μ_i = a_i·π,
σ = g_s − c·π ≥ 0, s ≥ 0, sσ = 0.

The second line is complementarity. Either the solid is present and in balance with the gas, or it is absent and forming it would not lower G. At a boundary both s and σ vanish.

These conditions suffice because G is convex. For a change v of the gas amounts with sum V, the second derivative of G is

Σ v_i²/n_i − V²/N = Σ n_i(v_i/n_i − V/N)² ≥ 0.

Expanding the square on the right gives Σ v_i²/n_i − 2V²/N + V²/N, which is the left side. It vanishes only for v_i = κn_i. The balance of the element absent from the solid then requires κ times its supply to be zero, so κ = 0. The solid amount cannot change either. G is therefore strictly convex along feasible changes, and its minimum is unique.

**Why one sign decides**

Fix s for the moment and let φ(s) be the minimum of G over the gas amounts. Along these minima

dφ = Σ μ_i dn_i + g_s ds = π·(Aᵀdn) + g_s ds.

The balances give Aᵀdn = −c ds, hence

φ′(s) = g_s − c·π(s) = σ(s).

Strict convexity of G makes φ strictly convex, so σ(s) increases with s. If σ(0) ≥ 0, adding solid raises φ and s = 0 is the answer. If σ(0) < 0, the first bit of solid lowers φ. The minimum then lies at positive s, where σ(s) = 0.

Imposing σ = 0 while allowing either sign of s gives a further quantity. Let the result be s_free. If a substrate of amount s₀ is added, the gas sees only the difference between initial and final solid, so the final solid is s₀ + s_free, provided this is not negative. A negative s_free therefore means that the gas can remove −s_free from a large enough substrate. Such a solution need not exist: in the opening case with q ≥ 1, the gas can take up M without limit. The gas-only calculation is the safer first step.

With several solids one sign is not enough. Take two crystal forms of the same composition, both with σ < 0 in the gas-only result. Once form 1 is imposed, c·π = g_1 and form 2 has σ = g_2 − g_1. If g_2 > g_1, form 2 is now excluded. After each change in the set of solids, all the signs must be examined again.

**The Newton equations**

Use x_i = ln n_i and define

r_i = μ_i − a_i·π, e = Aᵀn + c s − b, u = Σ n_i δx_i/N.

Here u is the first-order change of ln N. Linearising μ_i = a_i·π gives r_i + δx_i − u − a_i·δπ = 0, or

δx_i = u + a_i·δπ − r_i.

The linearised atom balance is Aᵀ(nδx) + c δs = −e, where nδx has components n_iδx_i. With D the diagonal matrix of the n_i, inserting δx gives

AᵀDA δπ + Aᵀn u + c δs = −e + AᵀD r.

Multiplying the equation for δx_i by n_i and summing leaves Nu on both sides. What remains is

(Aᵀn)·δπ = Σ n_i r_i.

If the solid is imposed, c·(π + δπ) = g_s supplies

c·δπ = g_s − c·π.

If it is left out, this equation and δs are dropped. Eleven gas species made of three elements thus need a system of five or four equations, not one for every species.

The system can be solved at every positive iterate. Set its right-hand sides to zero and multiply the first equation by δπ. The other equations remove the terms in u and δs, leaving Σ n_i(a_i·δπ)² = 0. Full rank gives δπ = 0. Then Aᵀn u + c δs = 0. The element absent from the solid forces u = 0, and hence δs = 0.

Newton's method in n has the same direction, δn_i = n_iδx_i, because to first order this is only a change of variable. The finite updates differ. For a step factor λ they are

n_i(1 + λδx_i) and n_i exp(λδx_i).

The first is linear in the amounts and, at λ = 1, satisfies the atom balances, but it becomes negative when λδx_i < −1. The second stays positive. The linear update leaves the balance error (1 − λ)e. The logarithmic update adds a further error, which for small λδx_i is about (λ²/2) Σ_i a_ij n_i δx_i² for element j and which later iterations must remove.

**Choosing the step**

Collect in F the r_i, the relative balance errors e_j/b_j and, if the solid is imposed, c·π − g_s. Let θ = |F|²/2. The Newton direction changes F at the rate −F, so

dθ/dλ at λ = 0 is F·(−F) = −2θ.

A short enough step therefore reduces θ. The calculations below limit each logarithmic change |λδx_i| to the larger of 2 and ln(10⁻⁴N/n_i), which lets traces move further than major species. They then halve λ until θ falls to (1 − 2×10⁻⁴λ)θ or less, and stop when every component of F is below 10⁻¹¹ in magnitude.

This is not a proof of convergence from every start. Iterates may drift to states in which every gas species containing some element has almost vanished, and there the matrix can approach singularity. Near the solution, where the equations are smooth and the matrix is nonsingular, a full step turns a small error into one of second order.

**A model growth gas**

A model semiconductor M is supplied as MCl4 in H2 at 1300 K and 1 bar, where RT = 10.81 kJ/mol. The solid, H2 and Cl2 have standard Gibbs energy zero. The other values, in kJ/mol, are round model parameters:

HCl −100; H 140; Cl 50
M 250; MH4 150; MH2Cl2 −200
MHCl3 −360; MCl4 −490; MCl2 −210

The basis is one mole of inlet gas with MCl4 fraction y, so b_M = y, b_H = 2(1 − y) and b_Cl = 4y.

For y = 0.01 the gas-only solution has σ = −1.931, or −20.9 kJ/mol. The solid must form. Imposing it gives s = 3.98×10⁻³ mol, which is 39.8 % of the supplied M. The main gas amounts, in mol, are

H2 0.9766; HCl 0.02265
MH2Cl2 0.000510; MHCl3 0.003048
MCl4 0.001134; MCl2 0.001325

Solving the gas at fixed s shows the descent to this state. At zero, half and all of the final solid amount, σ is −1.931, −0.964 and 0, while G/RT falls from −0.54601 through −0.54889 to −0.54985 mol.

For y = 0.20, σ = +1.205, or +13.0 kJ/mol, and the equilibrium has no solid. Imposing saturation gives s_free = −0.0139 mol. A substrate of 0.10 mol would lose this amount and keep 0.0861 mol.

**How the iteration behaves**

For y = 0.01 with the solid imposed, each gas species started at one eleventh of the largest amount its elements allow. The solid started at zero, and π came from a least-squares fit to the μ_i. The first direction had δx_i between −16.90 and 16.66. A full linear update would have made four amounts negative, the lowest being −0.85 mol. Keeping the linear update positive would have required λ < 1/16.90 = 0.059. The logarithmic update took λ = 2/16.90 = 0.118, as set by the cap.

Ten iterations sufficed, seven of them damped. Before the last three steps, all full, the largest errors in x relative to the converged solution were 1.01, 3.2×10⁻³ and 3.4×10⁻⁶. The ratio of new error to old error squared is 0.003 for the first pair and 0.33 for the second, so three such errors do not measure the order. A cleaner measurement displaces the solution in one fixed pattern and takes one full step. Largest displacements of 10⁻³ and 10⁻⁴ left errors of 4.59×10⁻⁷ and 4.59×10⁻⁹. A tenfold smaller displacement gives a hundredfold smaller error, which is second order.

Twelve other starts, with each x_i shifted at random by up to 3 either way, needed 10 to 14 iterations. This describes the present example and is no general guarantee.

**Why there is a deposition window**

All M and Cl enter as MCl4, so b_M = b_Cl/4. Subtracting the M in the gas from a quarter of all Cl gives

s = ¼n(HCl) + ¼n(Cl) + ½n(Cl2) − ½n(MCl2) − ½n(MH2Cl2) − ¼n(MHCl3) − n(MH4) − n(M).

MCl4 cancels. For y = 0.01 the leading terms, in 10⁻³ mol, are

5.66 − 0.66 − 0.26 − 0.76 = 3.98.

In this balance HCl counts towards the deposit, and chlorides with fewer than four Cl per M count against it. MCl4 also holds M, but it has no term because its ratio of M to Cl is that of the supply.

At saturation and fixed H2 pressure, let z be the square root of the Cl2 pressure. Mass action makes HCl proportional to z, MCl2 and MH2Cl2 to z², and MHCl3 to z³, while MH4 is constant. At very small z the hydride outweighs HCl; at large z the chlorides do. At fixed H2 pressure, deposition, if it occurs, is confined between these limits. In the feed series below the total pressure is fixed instead, and the H2 pressure falls as y rises, so this argument gives the trend but not the position of the upper boundary.

Gas-only calculations, with saturation imposed separately for s_free, give:

y = 5×10⁻⁷: σ = 0.63; s_free = −4.4×10⁻⁷ mol
y = 10⁻³: σ = −4.08; s_free = 9.31×10⁻⁴ mol
y = 0.01: σ = −1.93; s_free = 3.98×10⁻³ mol
y = 0.03: σ = −0.80; s_free = 3.36×10⁻³ mol
y = 0.10: σ = 0.46; s_free = −3.81×10⁻³ mol

The largest driving force in this list is not at the largest deposit. The first is a free energy per mole of solid at the onset of deposition; the second is an amount, which cannot exceed the M supplied.

Bracketed root finding for σ = 0 places the boundaries at y = 9.40×10⁻⁷ and y = 0.0644. The lower one follows from M + 2H2 → MH4. With nearly pure H2 at 1 bar,

y ≈ exp(−150/10.81) ≈ 9.4×10⁻⁷.

**Guidance for use**

Let complementarity decide when the question is whether anything grows. Solve the gas alone first. Stop if σ ≥ 0; otherwise impose the solid and read its amount. Leaving the solid out altogether is suitable for measuring supersaturation. Imposing it with s free is suitable for a gas in contact with ample substrate, where a negative result means etching.

Put all species on a common energy reference. Adding a constant k_j per atom of element j to every gas species and to the solid shifts π_j by k_j and leaves σ unchanged. An error made for the solid alone does not cancel. The gas-only π does not contain g_s, so an error in the solid's Gibbs energy per mole of formula units passes undiminished into RTσ. At y = 0.03 the margin is 0.80 × 10.81 = 8.6 kJ/mol; if the solid energy used here were too low by more than this, the true σ would be positive and the predicted growth would not occur. Errors in gas energies also move π and call for a new gas-only solution.

Keep trace species that can carry the solid's element. MH4 amounts to less than 10⁻⁶ mol in the growth example, yet it sets the lower boundary. Logarithmic variables make such amounts no harder to represent than large ones.

Tighten convergence near a boundary, where both σ and s are small and numerical error can change their signs. Beyond that, the limits are physical. The calculation describes an ideal gas in full equilibrium with one pure solid. Slow surface reactions, transport through the reactor, solid solutions and non-ideal gas behaviour need further theory, whatever the Newton tolerance.
